# Permittivity from the TE011 resonance of a rod between plates: a numerical check

```python
"""
Result under test: trapped TE0mp modes of a dielectric rod between metal plates
    u J0(u)/J1(u) = -w K0(w)/K1(w)
    u^2 = a^2 (eps k0^2 - beta^2),  w^2 = a^2 (beta^2 - k0^2),  beta = p pi/L
and the inversion eps = 1 + (u^2 + w^2)/(a k0)^2.
a: rod radius, L: rod height and plate spacing, eps: relative permittivity,
k0 = 2 pi f/c. Here p = 1. Lengths are in mm and frequencies in GHz.
The independent road is a finite-element solution of the field equation.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigvals, solve
from scipy.optimize import brentq
from scipy.special import jv, kv, kve, jn_zeros

C = const.c * 1e3 / 1e9              # speed of light, mm GHz
RADIUS, HEIGHT, EPS_TRUE = 5.0, 5.0, 37.0
BETA = np.pi / HEIGHT
J0_ZEROS, J1_ZEROS = jn_zeros(0, 12), jn_zeros(1, 12)


# ---------- derived formulas ----------
def outside_ratio(w):
    return w * kve(0, w) / kve(1, w)


def invert(freq, a=RADIUS, height=HEIGHT, m=1):
    """Permittivity, u and w from a measured TE0m1 frequency."""
    k0 = 2 * np.pi * freq / C
    w = a * np.sqrt((np.pi / height)**2 - k0**2)
    ratio = outside_ratio(w)
    u = brentq(lambda t: t * jv(0, t) + ratio * jv(1, t),
               J0_ZEROS[m - 1], J1_ZEROS[m - 1])
    return 1 + (u**2 + w**2) / (a * k0)**2, u, w


def forward(eps, a=RADIUS, height=HEIGHT, m=1):
    """TE0m1 frequency from the characteristic equation."""
    beta = np.pi / height
    u_limit = a * beta * np.sqrt(eps - 1) * (1 - 1e-10)

    def wavenumber(u):
        return np.sqrt(((u / a)**2 + beta**2) / eps)

    def mismatch(u):
        w = a * np.sqrt(beta**2 - wavenumber(u)**2)
        return u * jv(0, u) + outside_ratio(w) * jv(1, u)

    u = brentq(mismatch, J0_ZEROS[m - 1], min(J1_ZEROS[m - 1], u_limit))
    return C * wavenumber(u) / (2 * np.pi)


# ---------- finite elements ----------
def sampled_basis(edges, degree):
    """Gauss points, weights, basis values and basis derivatives."""
    inner = leg.Legendre.basis(degree).deriv().roots()
    nodes = np.concatenate([[-1.0], np.sort(np.real(inner)), [1.0]])
    xq, wq = leg.leggauss(degree + 4)
    to_nodal = np.linalg.inv(leg.legvander(nodes, degree))
    values = leg.legvander(xq, degree) @ to_nodal
    slopes = np.column_stack([leg.Legendre.basis(k).deriv()(xq) if k
                              else np.zeros_like(xq)
                              for k in range(degree + 1)]) @ to_nodal
    count, nq = len(edges) - 1, len(xq)
    B = np.zeros((count * nq, count * degree + 1))
    G = np.zeros_like(B)
    x, weight = np.zeros(count * nq), np.zeros(count * nq)
    for e in range(count):
        half = (edges[e + 1] - edges[e]) / 2
        rows = slice(e * nq, (e + 1) * nq)
        cols = slice(e * degree, (e + 1) * degree + 1)
        B[rows, cols] = values
        G[rows, cols] = slopes / half
        x[rows] = edges[e] + half * (xq + 1)
        weight[rows] = half * wq
    return x, weight, B, G


def radial_matrices(outer=(1.5, 2.5, 4, 8, 16), degree=14, open_end=False):
    """Curl energy and field norms in rod and outside; outer in units of a."""
    edges = RADIUS * np.concatenate([np.linspace(0, 1, 4), outer])
    r, weight, B, G = sampled_basis(edges, degree)
    keep = slice(1, None) if open_end else slice(1, -1)
    B, G = B[:, keep], G[:, keep]
    curl = G + B / r[:, None]
    area = (weight * r)[:, None]
    in_rod = (r < RADIUS)[:, None]
    return (curl.T @ (area * curl), B.T @ (area * in_rod * B),
            B.T @ (area * ~in_rod * B))


def fem_modes(eps, eps_out=1.0, **options):
    stiff, rod, out = radial_matrices(**options)
    k2, vectors = eigh(stiff + BETA**2 * (rod + out), eps * rod + eps_out * out)
    return C * np.sqrt(k2) / (2 * np.pi), vectors


def fem_lossy(eps_complex):
    stiff, rod, out = radial_matrices()
    inverse_k2 = eigvals(solve(stiff + BETA**2 * (rod + out),
                               eps_complex * rod + out))
    best = inverse_k2[np.argmax(abs(inverse_k2))]
    return C / np.sqrt(best) / (2 * np.pi)


def fem_gap(spacing, rod_height):
    """Two-dimensional solution; air fills the space above the rod."""
    stiff, rod, out = radial_matrices(outer=(2, 4), degree=8)
    n = np.arange(1, 9)
    xq, wq = leg.leggauss(60)
    z, wz = rod_height * (xq + 1) / 2, rod_height * wq / 2
    waves = np.sqrt(2 / spacing) * np.sin(np.outer(z, n) * np.pi / spacing)
    overlap = waves.T @ (wz[:, None] * waves)
    one = np.eye(len(n))
    left = np.kron(one, stiff) + np.kron(np.diag((n * np.pi / spacing)**2),
                                         rod + out)
    right = np.kron(one, rod + out) + (EPS_TRUE - 1) * np.kron(overlap, rod)
    k2 = eigh(left, right, eigvals_only=True, subset_by_index=[0, 0])[0]
    return C * np.sqrt(k2) / (2 * np.pi)


# ---------- all trapped modes against the characteristic equation ----------
freqs, vectors = fem_modes(EPS_TRUE)
f_exact = freqs[0]
light_limit = C / (2 * HEIGHT)
trapped = int(np.sum(freqs < light_limit))
strength = RADIUS * BETA * np.sqrt(EPS_TRUE - 1)
assert trapped == int(np.sum(J0_ZEROS < strength))
mode_error = max(abs(forward(EPS_TRUE, m=m) / freqs[m - 1] - 1)
                 for m in range(1, trapped + 1))
assert mode_error < 1e-7
mesh_shift = fem_modes(EPS_TRUE, degree=8)[0][0] - f_exact
assert abs(mesh_shift / f_exact) < 1e-6

# ---------- recovery from the rounded synthetic frequency ----------
f_read = round(f_exact, 5)
eps_found, u, w = invert(f_read)
k0 = 2 * np.pi * f_read / C

# ---------- vector fields checked in Cartesian coordinates ----------
def check_field(profile, point, k_squared, curl_expected):
    def field(p):
        r = np.hypot(p[0], p[1])
        s = np.sin(BETA * p[2]) * profile(r) / r
        return np.array([-p[1] * s, p[0] * s, 0.0])
    h, p = 0.005, np.array(point)
    steps = h * np.eye(3)
    here = field(p)
    plus = [field(p + s) for s in steps]
    minus = [field(p - s) for s in steps]
    laplacian = sum(plus[i] + minus[i] - 2 * here for i in range(3)) / h**2
    grad = [(plus[i] - minus[i]) / (2 * h) for i in range(3)]
    size = np.linalg.norm(here)
    assert np.linalg.norm(laplacian + k_squared * here) < 3e-4 * k_squared * size
    assert abs(sum(grad[i][i] for i in range(3))) < 1e-4 * size
    expected = curl_expected(np.hypot(p[0], p[1])) * np.sin(BETA * p[2])
    assert abs(grad[0][1] - grad[1][0] - expected) < 1e-4 * abs(expected)

check_field(lambda r: jv(1, u * r / RADIUS), (1.3, 2.1, 1.7),
            eps_found * k0**2, lambda r: u / RADIUS * jv(0, u * r / RADIUS))
check_field(lambda r: kv(1, w * r / RADIUS), (5.0, 4.0, 1.7),
            k0**2, lambda r: -w / RADIUS * kv(0, w * r / RADIUS))

# ---------- monotonic sides and number of roots ----------
h = 1e-5
slope_in = ((u + h) * jv(0, u + h) / jv(1, u + h)
            - (u - h) * jv(0, u - h) / jv(1, u - h)) / (2 * h)
norm_in = quad(lambda t: t * jv(1, t)**2, 0, u)[0]
assert abs(slope_in / (-2 * norm_in / (u * jv(1, u)**2)) - 1) < 1e-6
slope_out = (outside_ratio(w + h) - outside_ratio(w - h)) / (2 * h)
norm_out = quad(lambda t: t * kv(1, t)**2, w, np.inf)[0]
assert abs(slope_out / (2 * norm_out / (w * kv(1, w)**2)) - 1) < 1e-6
grid = np.linspace(0.01, J1_ZEROS[3], 20001)
signs = np.sign(grid * jv(0, grid) + outside_ratio(w) * jv(1, grid))
roots = grid[1:][signs[1:] != signs[:-1]]
assert len(roots) == 4
assert np.all((roots > J0_ZEROS[:4]) & (roots < J1_ZEROS[:4]))

# ---------- wrong mode label and crude wall estimates ----------
eps_wrong = invert(f_read, m=2)[0]
assert abs(fem_modes(eps_wrong)[0][1] / f_read - 1) < 1e-7
eps_magnetic = (BETA**2 + (J0_ZEROS[0] / RADIUS)**2) / k0**2
eps_electric = (BETA**2 + (J1_ZEROS[0] / RADIUS)**2) / k0**2
assert eps_magnetic < EPS_TRUE < eps_electric

# ---------- energy fraction and sensitivities ----------
I_in = RADIUS**2 / 2 * (1 - jv(0, u) * jv(2, u) / jv(1, u)**2)
I_out = RADIUS**2 / 2 * (kv(0, w) * kv(2, w) / kv(1, w)**2 - 1)
energy = eps_found * I_in + I_out
fraction = eps_found * I_in / energy
q = BETA**2 * (I_in + I_out) / (k0**2 * energy)
_, rod, out = radial_matrices()
v = vectors[:, 0]
fraction_fem = EPS_TRUE * (v @ rod @ v) / (v @ (EPS_TRUE * rod + out) @ v)
assert abs(fraction - fraction_fem) < 1e-6
S_f, S_L, S_a = -2 / fraction, -2 * q / fraction, -2 * (1 - q) / fraction

def log_slope(index):
    t, ends = 1e-5, []
    for sign in (1, -1):
        args = [f_read, RADIUS, HEIGHT]
        args[index] *= np.exp(sign * t)
        ends.append(np.log(invert(*args)[0]))
    return (ends[0] - ends[1]) / (2 * t)

for index, formula in enumerate((S_f, S_a, S_L)):
    assert abs(log_slope(index) - formula) < 1e-6
readout_bound = abs(S_f) * EPS_TRUE * 0.5e-5 / f_read
assert abs(eps_found - EPS_TRUE) < readout_bound + 1e-6

# ---------- neglected effects: apparent minus true permittivity ----------
def bias(freq):
    return invert(freq)[0] - EPS_TRUE

GAP = 0.010
f_gap = fem_gap(HEIGHT + GAP, HEIGHT)
f_filled = fem_gap(HEIGHT + GAP, HEIGHT + GAP)
f_closed = fem_gap(HEIGHT, HEIGHT)
gap_shift = f_gap / f_closed - 1
assert abs(gap_shift / (-q * GAP / HEIGHT) - 1) < 0.01
assert abs(f_gap / f_filled - 1) < 1e-6

SIGMA = 5.8e7
skin = 1e3 * np.sqrt(2 / (2 * np.pi * f_read * 1e9 * const.mu_0 * SIGMA))
z_edges = np.array([-8 * skin, -4 * skin, 0, HEIGHT / 2, HEIGHT,
                    HEIGHT + 4 * skin, HEIGHT + 8 * skin])
z, wz, B, G = sampled_basis(z_edges, 10)
B, G = B[:, 1:-1], G[:, 1:-1]
metal = (z < 0) | (z > HEIGHT)
left = G.T @ (wz[:, None] * G) + B.T @ ((wz * metal * 2j / skin**2)[:, None] * B)
inverse_beta2 = eigvals(solve(left, B.T @ (wz[:, None] * B)))
length_eff = np.pi * np.sqrt(inverse_beta2[np.argmax(abs(inverse_beta2))])
assert abs(length_eff - HEIGHT - (1 - 1j) * skin) < 0.01 * skin
f_skin = forward(EPS_TRUE, height=HEIGHT + skin)

PLATE = 3.0                         # plate radius in rod radii
f_wall = fem_modes(EPS_TRUE, outer=(1.5, 2, PLATE))[0][0]
f_open = fem_modes(EPS_TRUE, outer=(1.5, 2, PLATE), open_end=True)[0][0]
assert f_open < f_exact < f_wall
EPS_AIR = 1.0006
f_air = fem_modes(EPS_TRUE, eps_out=EPS_AIR)[0][0]
LOSS = 1e-3
f_loss = fem_lossy(EPS_TRUE * (1 - 1j * LOSS))
quality = abs(f_loss.real / (2 * f_loss.imag))
assert abs(quality * fraction * LOSS - 1) < 1e-4
EXPANSION, WARMING = 1e-5, 10.0
growth = 1 + EXPANSION * WARMING
f_warm = forward(EPS_TRUE, a=RADIUS * growth, height=HEIGHT * growth)
SIZE_ERROR = 0.010
err_D = abs(S_a) * eps_found * SIZE_ERROR / (2 * RADIUS)
err_L = abs(S_L) * eps_found * SIZE_ERROR / HEIGHT

# ---------- output ----------
print(f"rod diameter = {2 * RADIUS:.3f} mm")
print(f"rod height = {HEIGHT:.3f} mm")
print(f"chosen permittivity = {EPS_TRUE:.4f}")
print(f"trapping limit c/(2L) = {light_limit:.4f} GHz")
print(f"a beta sqrt(eps-1) = {strength:.4f}")
print(f"number of trapped TE0m1 modes = {trapped}")
print(f"largest relative mode-frequency mismatch = {mode_error:.1e}")
print(f"synthetic TE011 frequency, rounded = {f_read:.5f} GHz")
print(f"mesh shift, degree 8 minus 14 = {mesh_shift * 1e6:.1e} kHz")
print(f"k0 = {k0:.6f} 1/mm")
print(f"beta = {BETA:.6f} 1/mm")
print(f"w = {w:.6f}")
print(f"w K0(w)/K1(w) = {outside_ratio(w):.6f}")
print(f"bracket for u = {J0_ZEROS[0]:.6f} to {J1_ZEROS[0]:.6f}")
print(f"u = {u:.6f}")
print(f"a k0 = {RADIUS * k0:.6f}")
print(f"recovered permittivity = {eps_found:.5f}")
print(f"recovered minus chosen = {eps_found - EPS_TRUE:.1e}")
print(f"bound from frequency rounding = {readout_bound:.1e}")
print(f"permittivity if labelled TE021 = {eps_wrong:.3f}")
print(f"permittivity, magnetic wall at rod = {eps_magnetic:.3f}")
print(f"permittivity, electric wall at rod = {eps_electric:.3f}")
print(f"electric-energy fraction in rod P = {fraction:.6f}")
print(f"height factor q = {q:.6f}")
print(f"d ln eps/d ln f = {S_f:.5f}")
print(f"d ln eps/d ln a = {S_a:.5f}")
print(f"d ln eps/d ln L = {S_L:.5f}")
print(f"assumed size error, D and L = {SIZE_ERROR * 1e3:.1f} um")
print(f"permittivity error from D = {err_D:.4f}")
print(f"permittivity error from L = {err_L:.4f}")
print(f"combined independent size error = {np.hypot(err_D, err_L):.4f}")
print(f"air gap at one plate = {GAP * 1e3:.1f} um")
print(f"frequency shift from gap = {gap_shift * f_exact * 1e3:.3f} MHz")
print(f"gap air versus dielectric = {(f_gap - f_filled) * 1e6:.3f} kHz")
print(f"permittivity bias from gap = {bias(f_gap):+.4f}")
print(f"rough copper conductivity = {SIGMA:.2e} S/m")
print(f"skin depth = {skin * 1e3:.4f} um")
print(f"effective height increase = {(length_eff.real - HEIGHT) * 1e3:.4f} um")
print(f"permittivity bias from skin depth = {bias(f_skin):+.5f}")
print(f"plate radius = {PLATE * RADIUS:.1f} mm")
print(f"bias, electric wall at plate edge = {bias(f_wall):+.1e}")
print(f"bias, magnetic wall at plate edge = {bias(f_open):+.1e}")
print(f"rough air permittivity = {EPS_AIR:.4f}")
print(f"permittivity bias from air = {bias(f_air):+.1e}")
print(f"assumed loss tangent = {LOSS:.1e}")
print(f"quality factor from dielectric loss = {quality:.1f}")
print(f"permittivity bias from loss = {bias(f_loss.real):+.1e}")
print(f"rough thermal expansion = {EXPANSION * 1e6:.1f} ppm/K")
print(f"unnoticed warming = {WARMING:.1f} K")
print(f"permittivity bias from expansion = {bias(f_warm):+.5f}")
print("all tests passed")
```

Output:

```
rod diameter = 10.000 mm
rod height = 5.000 mm
chosen permittivity = 37.0000
trapping limit c/(2L) = 29.9792 GHz
a beta sqrt(eps-1) = 18.8496
number of trapped TE0m1 modes = 6
largest relative mode-frequency mismatch = 8.7e-13
synthetic TE011 frequency, rounded = 6.87192 GHz
mesh shift, degree 8 minus 14 = 7.6e-06 kHz
k0 = 0.144025 1/mm
beta = 0.628319 1/mm
w = 3.057945
w K0(w)/K1(w) = 2.651855
bracket for u = 2.404826 to 3.831706
u = 3.052503
a k0 = 0.720124
recovered permittivity = 36.99995
recovered minus chosen = -5.3e-05
bound from frequency rounding = 5.4e-05
permittivity if labelled TE021 = 86.773
permittivity, magnetic wall at rod = 30.184
permittivity, electric wall at rod = 47.344
electric-energy fraction in rod P = 0.996301
height factor q = 0.582872
d ln eps/d ln f = -2.00742
d ln eps/d ln a = -0.83735
d ln eps/d ln L = -1.17007
assumed size error, D and L = 10.0 um
permittivity error from D = 0.0310
permittivity error from L = 0.0866
combined independent size error = 0.0920
air gap at one plate = 10.0 um
frequency shift from gap = -7.993 MHz
gap air versus dielectric = 0.174 kHz
permittivity bias from gap = +0.0865
rough copper conductivity = 5.80e+07 S/m
skin depth = 0.7972 um
effective height increase = 0.7972 um
permittivity bias from skin depth = +0.00690
plate radius = 15.0 mm
bias, electric wall at plate edge = -4.3e-05
bias, magnetic wall at plate edge = +3.9e-05
rough air permittivity = 1.0006
permittivity bias from air = +8.2e-05
assumed loss tangent = 1.0e-03
quality factor from dielectric loss = 1003.7
permittivity bias from loss = +2.8e-05
rough thermal expansion = 10.0 ppm/K
unnoticed warming = 10.0 K
permittivity bias from expansion = +0.00743
all tests passed
```
